# Flux lost to a uniform numerical broadening in a lattice contact: a numerical check

```python
"""Flux lost to a uniform numerical broadening inside a lattice contact.

Result under test: 1 - T - R = 2*eta*tau_eta/hbar exactly, and about
2*eta*tau/hbar for small eta.
eta: imaginary energy added on contact sites only (leads are lossless)
T, R: transmitted and reflected flux per unit incident flux
tau_eta, tau: stored probability / incident flux, with and without eta
Energies are in eV, lengths in nm, times in fs. Silicon band edge = 0.
A chain is (site energies, bonds including both outer bonds,
left-lead site energy, right-lead site energy).
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded
from scipy.optimize import brentq

HBAR = const.hbar / const.e * 1e15
KINETIC = const.hbar**2 / (2 * const.m_e * const.e) * 1e18
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9

# Rough typical values for nickel silicide on heavily doped n-type silicon
BARRIER = 0.60          # above the Fermi level
FERMI = 0.07            # above the silicon band edge
DONORS_CM3 = 1e20
PERMITTIVITY = 11.7
MASS_LIGHT, MASS_HEAVY = 0.19, 0.92
METAL_DEPTH = 5.0       # Fermi level above the silicide band bottom
LENGTH_SI, LENGTH_METAL = 20.0, 5.0
SPACING = 0.1
ETA = 1e-4
TARGET_DWELL = 100.0
MOBILITY_CM2 = 100.0
MASS_CONDUCTIVITY = 0.26
TEMPERATURE = 300.0

bending = BARRIER + FERMI
width = 1e9 * np.sqrt(2 * PERMITTIVITY * const.epsilon_0 * bending
                      / (const.e * DONORS_CM3 * 1e6))


def build_contact(spacing=SPACING, mass_si=MASS_LIGHT, image=False):
    n_si = round(LENGTH_SI / spacing)
    n_metal = round(LENGTH_METAL / spacing)
    x = (np.arange(n_si + n_metal) - n_si + 0.5) * spacing
    silicon = x < 0
    inverse_mass = np.where(silicon, 1 / mass_si, 1.0)
    middle = (inverse_mass[:-1] + inverse_mass[1:]) / 2
    bonds = np.concatenate(([inverse_mass[0]], middle, [inverse_mass[-1]]))
    bonds = bonds * KINETIC / spacing**2
    depletion = bending * np.clip(1 - np.abs(x) / width, 0, None)**2
    if image:
        depletion = depletion - COULOMB / (4 * PERMITTIVITY * np.abs(x))
    bottom = FERMI - METAL_DEPTH
    potential = np.where(silicon, depletion, bottom)
    site = potential + bonds[:-1] + bonds[1:]
    return site, bonds, 2 * bonds[0], bottom + 2 * bonds[-1]


def mirrored(chain):
    site, bonds, left, right = chain
    return site[::-1], bonds[::-1], right, left


def lead_phases(energy, chain):
    _, bonds, left, right = chain
    return (np.arccos((left - energy) / (2 * bonds[0])),
            np.arccos((right - energy) / (2 * bonds[-1])))


def scatter(energy, chain, eta=0.0, shift=0.0):
    """Linear solve: flux amplitudes (r, t) and dwell time on each site."""
    site, bonds, _, _ = chain
    ka, qa = lead_phases(energy, chain)
    flux_in = 2 * bonds[0] * np.sin(ka)
    flux_out = 2 * bonds[-1] * np.sin(qa)
    band = np.zeros((3, len(site)), complex)
    band[0, 1:] = bonds[1:-1]
    band[2, :-1] = bonds[1:-1]
    band[1] = energy - shift + 1j * eta - site
    band[1, 0] += bonds[0] * np.exp(1j * ka)
    band[1, -1] += bonds[-1] * np.exp(1j * qa)
    source = np.zeros(len(site), complex)
    source[0] = 1j * flux_in
    psi = solve_banded((1, 1), band, source)
    amplitudes = np.array([psi[0] - 1,
                           psi[-1] * np.sqrt(flux_out / flux_in)])
    return amplitudes, HBAR * np.abs(psi)**2 / flux_in


def reflect_transmit(energy, chain, eta=0.0):
    """Backward recursion from a purely outgoing wave: R and T."""
    site, bonds, _, _ = chain
    ka, qa = lead_phases(energy, chain)
    ahead, here = np.exp(1j * qa), 1.0 + 0j
    for n in range(len(site) - 1, -1, -1):
        behind = -((energy + 1j * eta - site[n]) * here
                   + bonds[n + 1] * ahead) / bonds[n]
        ahead, here = here, behind
    first, before = ahead, here
    incoming = (first * np.exp(1j * ka) - before) / (2j * np.sin(ka))
    outgoing = first - incoming
    ratio = bonds[-1] * np.sin(qa) / (bonds[0] * np.sin(ka))
    return abs(outgoing / incoming)**2, ratio / abs(incoming)**2


def dwell(energy, chain, eta=0.0):
    return scatter(energy, chain, eta)[1].sum()


def lost(energy, chain, eta=ETA):
    return 1 - sum(reflect_transmit(energy, chain, eta))


contact = build_contact()
energy = brentq(lambda e: dwell(e, contact) - TARGET_DWELL, 0.03, 0.15,
                xtol=1e-13)
tau = dwell(energy, contact)
x_main = 2 * ETA * tau / HBAR
R0, T0 = reflect_transmit(energy, contact)
R1, T1 = reflect_transmit(energy, contact, ETA)
loss = 1 - R1 - T1
assert abs(R0 + T0 - 1) < 1e-8
assert 0.028 < loss < 0.032

# Exact flux balance and quadratic size of the first-order error
sweep = []
for eta in (1e-5, 1e-4, 1e-3):
    value = lost(energy, contact, eta)
    stored = 2 * eta * dwell(energy, contact, eta) / HBAR
    assert abs(value - stored) < 1e-8
    sweep.append((eta, 2 * eta * tau / HBAR, value))
errors = [linear - value for _, linear, value in sweep]
assert abs(errors[0]) < sweep[0][1]**2
assert abs(errors[1]) < sweep[1][1]**2
assert abs(errors[1] / errors[0] / 100 - 1) < 0.1

# Dwell time from the response to a real uniform potential
step = 1e-5
amp = scatter(energy, contact)[0]
slope_u = (scatter(energy, contact, shift=step)[0]
           - scatter(energy, contact, shift=-step)[0]) / (2 * step)
tau_potential = (1j * HBAR * np.vdot(amp, slope_u)).real
assert abs(tau_potential / tau - 1) < 1e-4
slope_e = (scatter(energy + step, contact)[0]
           - scatter(energy - step, contact)[0]) / (2 * step)
group_delay = (-1j * HBAR * np.vdot(amp, slope_e)).real

# Solvable limit: reflectionless uniform chain
n_sites = 304
uniform = (np.zeros(n_sites), np.ones(n_sites + 1), 0.0, 0.0)
x_path = 2 * ETA * dwell(0.0, uniform) / HBAR
loss_path = lost(0.0, uniform)
assert abs(loss_path - (1 - np.exp(-x_path))) < 1e-7

# Solvable limit: isolated level, broadened only on its own site
link_left, link_right, eta_dot = 0.10, 0.07, 3e-3
dot = (np.zeros(3), np.array([1.0, link_left, link_right, 1.0]), 0.0, 0.0)
gamma = 2 * (link_left**2 + link_right**2)
x_dot = 2 * eta_dot * scatter(0.0, dot)[1][1] / HBAR
dot_eta = np.array([0.0, eta_dot, 0.0])
loss_dot = 1 - np.sum(np.abs(scatter(0.0, dot, dot_eta)[0])**2)
assert abs(loss_dot - x_dot / (1 + 2 * eta_dot / gamma)**2) < 1e-10

# Incidence from the silicide
reverse = mirrored(contact)
tau_reverse = dwell(energy, reverse)
R_rev, T_rev = reflect_transmit(energy, reverse, ETA)
assert abs(T_rev - T1) < 1e-8

# Grid convergence
fine = build_contact(spacing=SPACING / 2)
loss_fine = lost(energy, fine)
T_fine = reflect_transmit(energy, fine)[1]
assert abs(loss_fine / loss - 1) < 0.02

# Neglected effects, at the same incident energy
with_image = build_contact(image=True)
heavy = build_contact(mass_si=MASS_HEAVY)
T_image = reflect_transmit(energy, with_image)[1]
T_heavy = reflect_transmit(energy, heavy)[1]
kT = const.k * TEMPERATURE / const.e
grid = np.linspace(0.001, FERMI + 14 * kT, 500)
weights = 1 / np.cosh((grid - FERMI) / (2 * kT))**2
thermal = np.array([2 * ETA * dwell(e, contact, ETA) / HBAR for e in grid])
loss_thermal = np.sum(weights * thermal) / np.sum(weights)
lifetime = (MOBILITY_CM2 * 1e-4 * MASS_CONDUCTIVITY * const.m_e
            / const.e * 1e15)
donor_distance = (DONORS_CM3 * 1e-21)**(-1 / 3)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Barrier above Fermi level", BARRIER, "eV")
show("Fermi level above Si band edge", FERMI, "eV")
show("Donor density", DONORS_CM3, "cm^-3")
show("Relative permittivity", PERMITTIVITY)
show("Si transport mass", MASS_LIGHT, "m0")
show("Silicide mass (model)", 1.0, "m0")
show("Silicide band depth below Fermi level", METAL_DEPTH, "eV")
show("Si length", LENGTH_SI, "nm")
show("Silicide length", LENGTH_METAL, "nm")
show("Lattice spacing", SPACING, "nm")
show("Band bending", bending, "eV")
show("Depletion width", width, "nm")
show("Peak field", 20 * bending / width, "MV/cm")
show("hbar", HBAR, "eV fs", 6)
show("Broadening eta", ETA * 1e3, "meV")
show("Incident energy above Si band edge", energy * 1e3, "meV")
show("Dwell time, undamped", tau, "fs", 5)
show("Dwell time, damped", dwell(energy, contact, ETA), "fs", 5)
show("Dwell time from potential derivative", tau_potential, "fs", 5)
show("Group delay, same end sites", group_delay, "fs", 5)
show("First-order loss x", 100 * x_main, "%")
show("1 - exp(-x)", 100 * (1 - np.exp(-x_main)), "%")
show("R without broadening", 100 * R0, "%", 5)
show("T without broadening", 100 * T0, "%")
show("R with broadening", 100 * R1, "%", 5)
show("T with broadening", 100 * T1, "%")
show("T + R with broadening", 100 * (R1 + T1), "%", 5)
show("Lost flux 1 - T - R", 100 * loss, "%")
show("1 - R with broadening", 100 * (1 - R1), "%")
show("(1 - R with broadening) / (T without)", (1 - R1) / T0)
show("Relative change of T", 100 * (T1 / T0 - 1), "%", 3)
for eta, linear, value in sweep:
    print(f"eta {eta * 1e3:.2f} meV: first order {100 * linear:.4f} %,"
          f" computed {100 * value:.4f} %")
show("Loss if 0.1 meV is the full width",
     100 * lost(energy, contact, ETA / 2), "%")
show("From silicide: dwell time", tau_reverse, "fs")
show("From silicide: lost flux", 100 * (1 - R_rev - T_rev), "%")
print(f"Uniform chain: x {100 * x_path:.4f} %, loss {100 * loss_path:.4f} %")
print(f"Isolated level: x {x_dot:.4f}, loss {loss_dot:.4f},"
      f" 2 eta/Gamma {2 * eta_dot / gamma:.4f}")
show("Half spacing: lost flux", 100 * loss_fine, "%")
show("Half spacing: T without broadening", 100 * T_fine, "%")
show("Image force: T without broadening", 100 * T_image, "%")
show("Image force: dwell time", dwell(energy, with_image), "fs")
show("Image force: lost flux", 100 * lost(energy, with_image), "%")
show("Heavy valley mass", MASS_HEAVY, "m0")
show("Heavy valley: T without broadening", 100 * T_heavy, "%", 3)
show("Heavy valley: dwell time", dwell(energy, heavy), "fs")
show("Heavy valley: lost flux", 100 * lost(energy, heavy), "%")
show("Lost flux averaged at 300 K", 100 * loss_thermal, "%", 3)
show("Mean donor distance", donor_distance, "nm", 3)
show("Rough mobility", MOBILITY_CM2, "cm2/Vs")
show("Conductivity mass", MASS_CONDUCTIVITY, "m0")
show("Momentum lifetime from mobility", lifetime, "fs", 3)
show("hbar/(2 lifetime)", 1e3 * HBAR / (2 * lifetime), "meV", 3)
print("all good")
```

It prints:

```
Barrier above Fermi level: 0.6 eV
Fermi level above Si band edge: 0.07 eV
Donor density: 1e+20 cm^-3
Relative permittivity: 11.7
Si transport mass: 0.19 m0
Silicide mass (model): 1 m0
Silicide band depth below Fermi level: 5 eV
Si length: 20 nm
Silicide length: 5 nm
Lattice spacing: 0.1 nm
Band bending: 0.67 eV
Depletion width: 2.944 nm
Peak field: 4.552 MV/cm
hbar: 0.658212 eV fs
Broadening eta: 0.1 meV
Incident energy above Si band edge: 80.4 meV
Dwell time, undamped: 100 fs
Dwell time, damped: 98.478 fs
Dwell time from potential derivative: 100 fs
Group delay, same end sites: 96.254 fs
First-order loss x: 3.039 %
1 - exp(-x): 2.993 %
R without broadening: 93.894 %
T without broadening: 6.106 %
R with broadening: 91.005 %
T with broadening: 6.002 %
T + R with broadening: 97.008 %
Lost flux 1 - T - R: 2.992 %
1 - R with broadening: 8.995 %
(1 - R with broadening) / (T without): 1.473
Relative change of T: -1.7 %
eta 0.01 meV: first order 0.3039 %, computed 0.3034 %
eta 0.10 meV: first order 3.0385 %, computed 2.9923 %
eta 1.00 meV: first order 30.3853 %, computed 26.1668 %
Loss if 0.1 meV is the full width: 1.508 %
From silicide: dwell time: 13.12 fs
From silicide: lost flux: 0.3972 %
Uniform chain: x 3.0400 %, loss 2.9943 %
Isolated level: x 0.5405, loss 0.3745, 2 eta/Gamma 0.2013
Half spacing: lost flux: 3 %
Half spacing: T without broadening: 5.458 %
Image force: T without broadening: 9.129 %
Image force: dwell time: 93.79 fs
Image force: lost flux: 2.809 %
Heavy valley mass: 0.92 m0
Heavy valley: T without broadening: 0.0205 %
Heavy valley: dwell time: 210.1 fs
Heavy valley: lost flux: 6.183 %
Lost flux averaged at 300 K: 3.52 %
Mean donor distance: 2.15 nm
Rough mobility: 100 cm2/Vs
Conductivity mass: 0.26 m0
Momentum lifetime from mobility: 14.8 fs
hbar/(2 lifetime): 22.3 meV
all good
```
